# Collinear and non-collinear functionals under rotation of a molecule with spin–orbit coupling: verification in Python

```python
# Result under test: with spin-orbit coupling (SOC), a two-component Kohn-Sham
# energy using Exc[n,|m_z|] depends on the orientation of an open-shell molecule;
# with Exc[n,|m|] each solution carried along with the molecule keeps its energy.
# n: electron density, m: spin magnetization (sum of psi^dagger sigma psi),
# D: spinor density matrix, h = h0 x 1 + i sum_k sigma_k x A_k: X2C Hamiltonian.
# Example: triplet SeH+, local spin-density exchange. Atomic units throughout.
from types import SimpleNamespace
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from pyscf import gto, dft, scf

c = 1.0 / constants.fine_structure
to_cm = constants.physical_constants['hartree-inverse meter relationship'][0] / 100
PAULI = np.array([[[1, 0], [0, 1]], [[0, 1], [1, 0]],
                  [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], dtype=complex)
NONCOLLINEAR = PAULI
ONE = np.eye(2)
BOND = 2.8
s_exp = [0.1 * 3.0**k for k in range(13)]
p_exp = [0.1 * 3.0**k for k in range(12)]
d_exp = [0.5 * 3.0**k for k in range(5)]
h_exp = [0.1 * 3.0**k for k in range(5)]
se_basis = [[l, [a, 1.0]] for l, exps in enumerate((s_exp, p_exp, d_exp))
            for a in exps]
h_basis = [[0, [a, 1.0]] for a in h_exp]


def collinear(axis):
    """Spin matrices seen by a functional of n and |m.axis|."""
    return np.array([PAULI[0], np.einsum('k,kst->st', axis, PAULI[1:])])


def matrix_power(matrix, power):
    values, vectors = eigh(matrix)
    return (vectors * values**power) @ vectors.conj().T


def derivative_integrals(mol):
    """Integrals <d_i mu|V|d_j nu>, indexed [i, j, mu, nu]."""
    return mol.intor('int1e_ipnucip', comp=9).reshape(3, 3, mol.nao, mol.nao)


def derivative_mismatch():
    """Relative deviation of the derivative integrals from direct quadrature."""
    probe = gto.M(atom='Se', charge=33, spin=1, verbose=0,
                  basis={'Se': [[1, [1.0, 1.0]], [1, [3.0, 1.0]]]})
    grid = dft.gen_grid.Grids(probe)
    grid.level, grid.prune = 3, None
    grid.build()
    gradient = probe.eval_gto('GTOval_sph_deriv1', grid.coords)[1:4]
    radius = np.maximum(np.linalg.norm(grid.coords, axis=1), 1e-10)
    weighted = gradient * (-34 * grid.weights / radius)[None, :, None]
    direct = np.array([[gradient[i].T @ weighted[j] for j in range(3)]
                       for i in range(3)])
    return abs(derivative_integrals(probe) - direct).max() / abs(direct).max()


mismatch = derivative_mismatch()
assert mismatch < 1e-4


def x2c_parts(mol):
    """Scalar and spin parts of the one-electron X2C Hamiltonian."""
    n = mol.nao
    S, T, V = [np.kron(ONE, mol.intor(name))
               for name in ('int1e_ovlp', 'int1e_kin', 'int1e_nuc')]
    C = derivative_integrals(mol)
    cross = [C[1, 2] - C[2, 1], C[2, 0] - C[0, 2], C[0, 1] - C[1, 0]]
    W = np.kron(ONE, C[0, 0] + C[1, 1] + C[2, 2]).astype(complex)
    for k in range(3):
        W += 1j * np.kron(PAULI[k + 1], cross[k])
    small = W / (4 * c**2) - T
    zero = np.zeros_like(S)
    vectors = eigh(np.block([[V, T], [T, small]]),
                   np.block([[S, zero], [zero, T / (2 * c**2)]]))[1]
    positive = vectors[:, 2 * n:]
    X = positive[2 * n:] @ np.linalg.inv(positive[:2 * n])
    metric = S + X.conj().T @ T @ X / (2 * c**2)
    h_large = V + T @ X + X.conj().T @ T + X.conj().T @ small @ X
    Sm, Sp = matrix_power(S, -0.5), matrix_power(S, 0.5)
    R = Sm @ matrix_power(Sm @ metric @ Sm, -0.5) @ Sp
    h = R.conj().T @ h_large @ R
    parts = np.einsum('kts,smtn->kmn', PAULI, h.reshape(2, n, 2, n)) / 2
    # Time-reversal symmetry: scalar part real, spin parts purely imaginary.
    assert abs(parts[0].imag).max() < 1e-6 and abs(parts[1:].real).max() < 1e-6
    return parts[0].real.copy(), parts[1:].imag.copy()


def make_molecule(R):
    return gto.M(atom=[('Se', (0., 0., 0.)), ('H', tuple(R @ [0, 0, BOND]))],
                 unit='Bohr', basis={'Se': se_basis, 'H': h_basis},
                 charge=1, spin=2, verbose=0)


def make_frame(mol, R, coords, weights, parts):
    S = mol.intor('int1e_ovlp')
    return SimpleNamespace(
        R=R, n=mol.nao, S=S, S2=np.kron(ONE, S), weights=weights,
        X=np.kron(ONE, matrix_power(S, -0.5)), h0=parts[0], A=parts[1],
        ao=np.ascontiguousarray(mol.eval_gto('GTOval_sph', coords @ R.T)),
        eri=mol.intor('int2e', aosym='s8'), enuc=mol.energy_nuc())


def hamiltonian(frame, scale):
    h = np.kron(ONE, frame.h0).astype(complex)
    for k in range(3):
        h += scale * 1j * np.kron(PAULI[k + 1], frame.A[k])
    return h


def spin_components(frame, D, mats):
    D4 = D.reshape(2, frame.n, 2, frame.n)
    return np.ascontiguousarray(np.einsum('kts,smtn->kmn', mats, D4).real)


def energy_and_fock(frame, h, D, mats):
    P = spin_components(frame, D, mats)
    J = scf.hf.dot_eri_dm(frame.eri, P[0], hermi=1, with_j=True, with_k=False)[0]
    ao, w = frame.ao, frame.weights
    rho = np.array([np.einsum('gm,gm->g', ao @ Pk, ao) for Pk in P])
    density = np.maximum(rho[0], 0)
    length = np.sqrt((rho[1:]**2).sum(0))
    polar = np.minimum(length, density)
    up, down = (density + polar) / 2, (density - polar) / 2
    k0 = (3 / (4 * np.pi))**(1 / 3)
    exc = -1.5 * k0 * np.dot(w, up**(4 / 3) + down**(4 / 3))
    v_up, v_down = -2 * k0 * np.cbrt(up), -2 * k0 * np.cbrt(down)
    scalar = ao.T @ (ao * (w * (v_up + v_down) / 2)[:, None])
    F = h + np.kron(ONE, J + scalar)
    field = (v_up - v_down) / 2 / np.maximum(length, 1e-30)
    for k in range(1, len(mats)):
        F += np.kron(mats[k], ao.T @ (ao * (w * field * rho[k])[:, None]))
    energy = (np.einsum('ij,ji->', h, D).real + 0.5 * np.sum(J * P[0])
              + exc + frame.enuc)
    return energy, F


def solve_scf(frame, scale, D, mats, electrons=34):
    h = hamiltonian(frame, scale)
    X, S2, focks, errors = frame.X, frame.S2, [], []
    for _ in range(70):
        energy, F = energy_and_fock(frame, h, D, mats)
        FDS = F @ D @ S2
        error = X @ (FDS - FDS.conj().T) @ X
        if abs(error).max() < 2e-6:
            return energy, D
        focks, errors = (focks + [F])[-8:], (errors + [error])[-8:]
        m = len(focks)
        B = np.zeros((m + 1, m + 1))
        B[:m, m] = B[m, :m] = 1
        for i in range(m):
            for j in range(m):
                B[i, j] = np.vdot(errors[i], errors[j]).real
        rhs = np.zeros(m + 1)
        rhs[m] = 1
        coeff = np.linalg.solve(B, rhs)[:m]
        F = sum(a * f for a, f in zip(coeff, focks))
        orbitals = X @ eigh(X @ F @ X)[1][:, :electrons]
        D = orbitals @ orbitals.conj().T
    raise RuntimeError('SCF not converged')


def moment(frame, D):
    return np.einsum('kmn,nm->k', spin_components(frame, D, PAULI)[1:], frame.S)


def ion_splitting(exponents):
    """2p splitting of one-electron Se in a basis of p functions."""
    ion = gto.M(atom='Se', charge=33, spin=1, verbose=0,
                basis={'Se': [[1, [a, 1.0]] for a in exponents]})
    i0, iA = x2c_parts(ion)
    h = np.kron(ONE, i0) + sum(1j * np.kron(PAULI[k + 1], iA[k]) for k in range(3))
    levels = eigh(h, np.kron(ONE, ion.intor('int1e_ovlp')), eigvals_only=True)
    return levels[2:6].mean() - levels[:2].mean()


def dirac_level(n, j_half):
    """Exact bound level; j_half is j + 1/2."""
    za = 34 / c
    return c**2 * ((1 + (za / (n - j_half + np.sqrt(j_half**2 - za**2)))**2)**-0.5 - 1)


# One-electron check of SOC, with and without the three tightest p functions.
split_x2c, split_short = ion_splitting(p_exp), ion_splitting(p_exp[:-3])
split_dirac = dirac_level(2, 2) - dirac_level(2, 1)
assert abs(split_x2c / split_dirac - 1) < 0.03, (split_x2c, split_short, split_dirac)
assert abs(split_x2c - split_dirac) < 0.5 * abs(split_short - split_dirac)

# Independent scalar reference from the unrestricted Kohn-Sham code.
mol0 = make_molecule(np.eye(3))
parts0 = x2c_parts(mol0)
uks = dft.UKS(mol0)
uks.xc = 'lda,'
uks.grids.level = 1
uks.conv_tol = 1e-9
uks.conv_tol_grad = 1e-5
uks.max_cycle = 100
uks.get_hcore = lambda *args: parts0[0]
e_uks = uks.kernel()
assert uks.converged
coords, weights = uks.grids.coords.copy(), uks.grids.weights.copy()
dm_up, dm_down = np.asarray(uks.make_rdm1())

angles = (0, 60, 90)
frames = {}
for angle in angles:
    t = np.radians(angle)
    R = np.array([[np.cos(t), 0, np.sin(t)], [0, 1, 0], [-np.sin(t), 0, np.cos(t)]])
    mol = make_molecule(R)
    parts = parts0 if angle == 0 else x2c_parts(mol)
    frames[angle] = make_frame(mol, R, coords, weights, parts)
    frames[angle].spin_turn = np.cos(t / 2) * PAULI[0] - 1j * np.sin(t / 2) * PAULI[2]
ref = frames[0]
for frame in frames.values():
    frame.turn = np.linalg.lstsq(frame.ao, ref.ao, rcond=None)[0]


def guess(frame, axis, polarized=True):
    """Scalar reference density in this frame with its moment along axis."""
    total = frame.turn @ (dm_up + dm_down) @ frame.turn.T
    spin = frame.turn @ (dm_up - dm_down) @ frame.turn.T * polarized
    return (np.kron(ONE, total) + np.kron(collinear(axis)[1], spin)) / 2


def carry(frame, D):
    """Turn a state of the reference orientation, space and spin together."""
    U = np.kron(frame.spin_turn, frame.turn)
    return U @ D @ U.conj().T


x, z = np.eye(3)[0], np.eye(3)[2]
COL_Z = collinear(z)
e_free, e_col, d_col, e_across, e_along = {}, {}, {}, {}, {}
for angle, frame in frames.items():
    e_free[angle] = solve_scf(frame, 0, guess(frame, z), COL_Z)[0]
    e_col[angle], d_col[angle] = solve_scf(frame, 1, guess(frame, z), COL_Z)
e_across[0], d_across = solve_scf(ref, 1, guess(ref, x), NONCOLLINEAR)
e_along[0], d_along = solve_scf(ref, 1, guess(ref, z), NONCOLLINEAR)
for angle in (60, 90):
    frame = frames[angle]
    e_across[angle] = solve_scf(frame, 1, carry(frame, d_across), NONCOLLINEAR)[0]
e_along[60] = solve_scf(frames[60], 1, carry(frames[60], d_along), NONCOLLINEAR)[0]
m_across = moment(ref, d_across)


def spread(energies):
    return max(energies.values()) - min(energies.values())


assert abs(e_free[0] - e_uks) < 2e-6
assert spread(e_free) < 3e-7          # no SOC: collinear energy is invariant
assert spread(e_across) < 3e-7        # SOC, non-collinear: invariant
assert spread(e_along) < 3e-7
aniso = e_col[0] - e_col[90]
assert aniso > 1e-4                   # SOC, collinear: not invariant
assert e_along[0] > e_across[0] + 1e-4
assert min(e_col.values()) >= e_across[0] - 3e-7

# Turning the molecule equals turning the functional's axis the other way.
axis60 = frames[60].R.T @ z
e_axis = solve_scf(ref, 1, guess(ref, axis60), collinear(axis60))[0]
assert abs(e_axis - e_col[60]) < 3e-7

# Same density matrix in both functionals, and moment direction at 60 degrees.
h60 = hamiltonian(frames[60], 1)
same_state = (energy_and_fock(frames[60], h60, d_col[60], COL_Z)[0]
              - energy_and_fock(frames[60], h60, d_col[60], NONCOLLINEAR)[0])
assert same_state > -1e-9
m60 = moment(frames[60], d_col[60])
tilt = np.degrees(np.arccos(np.clip(m60[2] / np.linalg.norm(m60), -1, 1)))
assert tilt < 5

# Turning only the spin of a fixed SOC-free state.
h_free = hamiltonian(ref, 0)
pin, pin_nc = [energy_and_fock(ref, h_free, guess(ref, x), mats)[0]
               - energy_and_fock(ref, h_free, guess(ref, z), mats)[0]
               for mats in (COL_Z, NONCOLLINEAR)]
assert pin > 1e-3 and abs(pin_nc) < 1e-8


def second_order(axis):
    """Uncoupled SOC energy with the spin along the given Cartesian axis."""
    total = 0.0
    for s in range(2):
        for t in range(2):
            occ, empty = uks.mo_occ[s] > 0, uks.mo_occ[t] == 0
            gap = uks.mo_energy[t][empty][None, :] - uks.mo_energy[s][occ][:, None]
            components = [axis] if s == t else [k for k in range(3) if k != axis]
            for k in components:
                M = uks.mo_coeff[s][:, occ].T @ ref.A[k] @ uks.mo_coeff[t][:, empty]
                total -= np.sum(M**2 / gap)
    return total


pt_aniso = second_order(2) - second_order(0)
scale = 0.2
weak_aniso = (solve_scf(ref, scale, guess(ref, z), COL_Z)[0]
              - solve_scf(ref, scale, guess(ref, x), collinear(x))[0])
assert abs(weak_aniso / (scale**2 * pt_aniso) - 1) < 0.10
sin2_prediction = e_col[0] - aniso * np.sin(np.radians(60))**2
assert abs(e_col[60] - sin2_prediction) < 0.05 * aniso

# Closed-shell SeH-: Kramers pairs give no magnetization and no orientation effect.
e_closed = {}
e_closed[0], d_closed = solve_scf(ref, 1, guess(ref, z, False), COL_Z, 36)
e_closed[60] = solve_scf(frames[60], 1, carry(frames[60], d_closed), COL_Z, 36)[0]
assert spread(e_closed) < 3e-7
count = np.dot(weights, np.einsum('gm,gm->g', ref.ao @ (dm_up + dm_down), ref.ao))
assert abs(count - 34) < 0.01

print(f'Bond length: {BOND:.1f} bohr; basis functions: {ref.n}; grid points: {len(weights)}')
print(f'Se s exponents: {len(s_exp)}, from {s_exp[0]:.1f} to {s_exp[-1]:.1f} bohr^-2')
print(f'Se p exponents: {len(p_exp)}, from {p_exp[0]:.1f} to {p_exp[-1]:.1f} bohr^-2')
print(f'Se d exponents: {len(d_exp)}, from {d_exp[0]:.1f} to {d_exp[-1]:.1f} bohr^-2')
print(f'H s exponents: {len(h_exp)}, from {h_exp[0]:.1f} to {h_exp[-1]:.1f} bohr^-2')
print(f'Ratio of neighbouring exponents: {s_exp[1] / s_exp[0]:.1f}')
print(f'Electrons integrated on grid: {count:.5f}')
print(f'Derivative integrals, relative deviation from quadrature: {mismatch:.1e}')
print(f'Hydrogen-like Se 2p splitting, X2C: {split_x2c:.4f} Eh')
print(f'Same without the three tightest p functions: {split_short:.4f} Eh')
print(f'Hydrogen-like Se 2p splitting, Dirac: {split_dirac:.4f} Eh')
print(f'Scalar energy, independent UKS: {e_uks:.7f} Eh')
for a in angles:
    print(f'No SOC, collinear, bond at {a} deg to z: {e_free[a]:.7f} Eh')
for a in angles:
    print(f'SOC, collinear, bond at {a} deg to z: {e_col[a]:.7f} Eh')
for a in angles:
    print(f'SOC, non-collinear, moment across bond, {a} deg: {e_across[a]:.7f} Eh')
for a in e_along:
    print(f'SOC, non-collinear, moment along bond, {a} deg: {e_along[a]:.7f} Eh')
print(f'Orientation spread, no SOC collinear: {spread(e_free):.1e} Eh')
print(f'Orientation spread, SOC non-collinear across: {spread(e_across):.1e} Eh')
print(f'Orientation spread, SOC non-collinear along: {spread(e_along):.1e} Eh')
print(f'Collinear E(0)-E(90): {aniso * 1e3:.4f} mEh = {aniso * to_cm:.2f} cm^-1')
nc_gap = e_along[0] - e_across[0]
print(f'Non-collinear E(along)-E(across): {nc_gap * 1e3:.4f} mEh = {nc_gap * to_cm:.2f} cm^-1')
print(f'Collinear(90) minus non-collinear(across): {(e_col[90] - e_across[90]) * 1e3:.5f} mEh')
print(f'Collinear(0) minus non-collinear(along): {(e_col[0] - e_along[0]) * 1e3:.5f} mEh')
print(f'Fixed molecule, functional axis at 60 deg: {e_axis:.7f} Eh')
print(f'Same 60-deg state, collinear minus non-collinear: {same_state * 1e3:.5f} mEh')
print(f'Collinear 60-deg moment (x,y,z): {m60[0]:.5f}, {m60[1]:.5f}, {m60[2]:.5f} Bohr magnetons (g=2)')
print(f'Its angle to laboratory z: {tilt:.3f} deg')
print(f'Non-collinear across moment, bond on z, length: {np.linalg.norm(m_across):.5f} Bohr magnetons (g=2)')
print(f'Cost of turning only spin by 90 deg, collinear: {pin * 1e3:.3f} mEh')
print(f'Cost of turning only spin by 90 deg, non-collinear: {pin_nc * 1e3:.1e} mEh')
print(f'Second-order estimate of E(0)-E(90), full SOC: {pt_aniso * 1e3:.4f} mEh')
print(f'SOC scale for weak-coupling check: {scale:.1f}')
print(f'Weak-SOC anisotropy, SCF: {weak_aniso * 1e6:.3f} microEh')
print(f'Weak-SOC anisotropy, second order: {scale**2 * pt_aniso * 1e6:.3f} microEh')
print(f'Sine-squared prediction at 60 deg: {sin2_prediction:.7f} Eh')
for a in e_closed:
    print(f'Closed-shell SeH-, SOC collinear, {a} deg: {e_closed[a]:.7f} Eh')
print('tests ok')
```

Running it gives:

```
Bond length: 2.8 bohr; basis functions: 79; grid points: 9808
Se s exponents: 13, from 0.1 to 53144.1 bohr^-2
Se p exponents: 12, from 0.1 to 17714.7 bohr^-2
Se d exponents: 5, from 0.5 to 40.5 bohr^-2
H s exponents: 5, from 0.1 to 8.1 bohr^-2
Ratio of neighbouring exponents: 3.0
Electrons integrated on grid: 34.00000
Derivative integrals, relative deviation from quadrature: 3.3e-12
Hydrogen-like Se 2p splitting, X2C: 2.3126 Eh
Same without the three tightest p functions: 2.2121 Eh
Hydrogen-like Se 2p splitting, Dirac: 2.3130 Eh
Scalar energy, independent UKS: -2422.3402317 Eh
No SOC, collinear, bond at 0 deg to z: -2422.3402317 Eh
No SOC, collinear, bond at 60 deg to z: -2422.3402317 Eh
No SOC, collinear, bond at 90 deg to z: -2422.3402317 Eh
SOC, collinear, bond at 0 deg to z: -2422.4773095 Eh
SOC, collinear, bond at 60 deg to z: -2422.4777824 Eh
SOC, collinear, bond at 90 deg to z: -2422.4779381 Eh
SOC, non-collinear, moment across bond, 0 deg: -2422.4779488 Eh
SOC, non-collinear, moment across bond, 60 deg: -2422.4779488 Eh
SOC, non-collinear, moment across bond, 90 deg: -2422.4779488 Eh
SOC, non-collinear, moment along bond, 0 deg: -2422.4773322 Eh
SOC, non-collinear, moment along bond, 60 deg: -2422.4773322 Eh
Orientation spread, no SOC collinear: 4.5e-12 Eh
Orientation spread, SOC non-collinear across: 1.0e-10 Eh
Orientation spread, SOC non-collinear along: 2.7e-12 Eh
Collinear E(0)-E(90): 0.6286 mEh = 137.96 cm^-1
Non-collinear E(along)-E(across): 0.6166 mEh = 135.33 cm^-1
Collinear(90) minus non-collinear(across): 0.01070 mEh
Collinear(0) minus non-collinear(along): 0.02268 mEh
Fixed molecule, functional axis at 60 deg: -2422.4777824 Eh
Same 60-deg state, collinear minus non-collinear: 0.01299 mEh
Collinear 60-deg moment (x,y,z): -0.01174, -0.00000, 1.98785 Bohr magnetons (g=2)
Its angle to laboratory z: 0.338 deg
Non-collinear across moment, bond on z, length: 1.98490 Bohr magnetons (g=2)
Cost of turning only spin by 90 deg, collinear: 50.091 mEh
Cost of turning only spin by 90 deg, non-collinear: 9.1e-10 mEh
Second-order estimate of E(0)-E(90), full SOC: 0.6270 mEh
SOC scale for weak-coupling check: 0.2
Weak-SOC anisotropy, SCF: 25.087 microEh
Weak-SOC anisotropy, second order: 25.079 microEh
Sine-squared prediction at 60 deg: -2422.4777809 Eh
Closed-shell SeH-, SOC collinear, 0 deg: -2422.8199935 Eh
Closed-shell SeH-, SOC collinear, 60 deg: -2422.8199935 Eh
tests ok
```
